# Resonant-Ultrasound Inversion in a Monomial Basis: Conditioning, Truncation and Bias

Forty resonance frequencies of a small crystal block are to be turned into elastic constants, and one has to decide how large a basis the fit needs. In the example below, polynomials of total degree 10 reproduce the frequencies to 0.05 % rms, which looks sufficient. The fitted $C_{12}$ is nevertheless wrong by 0.66 %. Raising the degree removes this error, but it also makes the basis functions nearly linearly dependent. The choice therefore rests on two separate questions: how rounding error grows with the degree, and how frequency errors pass into the constants.

## Why the basis need not obey the boundary condition

The block has edges $2a_i$ along the axes $x_i$, with the origin at its centre. It is homogeneous, lossless and linearly elastic, with density $\rho$, positive definite stiffness $C_{ijkl}$ and stress-free faces. Repeated tensor indices are summed.

The direct approach seeks solutions of the wave equation that satisfy the face conditions. It soon stalls, because zero traction couples all displacement components on every face, and products of sines and cosines in general do not satisfy it. A variational form removes the obstacle. For displacement amplitude $u_i$ at angular frequency $\omega$, take

$$J=\tfrac12\int\left(\rho\omega^2u_iu_i-C_{ijkl}\,\partial_ju_i\,\partial_lu_k\right)dV .$$

With $\sigma_{ij}=C_{ijkl}\partial_lu_k$ and the symmetry $C_{ijkl}=C_{klij}$, the two variations of the elastic term are equal and cancel the factor ½. Integration by parts then gives

$$\delta J=\int(\rho\omega^2u_i+\partial_j\sigma_{ij})\,\delta u_i\,dV-\oint\sigma_{ij}n_j\,\delta u_i\,dS .$$

Since $\delta u_i$ is free inside and on the surface, stationarity yields both the equation of motion and $\sigma_{ij}n_j=0$. The trial functions may ignore the boundary condition.

Monomials are then the simplest choice. Let $\xi_i=x_i/a_i$ and

$$u_i=\sum_\alpha v_{i\alpha}\Phi_\alpha,\qquad \Phi_\alpha=\xi_1^{\alpha_1}\xi_2^{\alpha_2}\xi_3^{\alpha_3},\qquad \alpha_1+\alpha_2+\alpha_3\le N .$$

There are $R=(N+1)(N+2)(N+3)/6$ monomials and $3R$ unknowns. Because $dV=a_1a_2a_3\,d^3\xi$ and $\partial_j=a_j^{-1}\partial/\partial\xi_j$, dividing $J$ by the common volume factor and setting its derivative with respect to $v$ to zero gives

$$\Gamma v=\Lambda Ev,\qquad \Lambda=\rho\omega^2,$$

$$E_{i\alpha,k\beta}=\delta_{ik}\int\Phi_\alpha\Phi_\beta\,d^3\xi,\qquad
\Gamma_{i\alpha,k\beta}=\sum_{jl}\frac{C_{ijkl}}{a_ja_l}\int\frac{\partial\Phi_\alpha}{\partial\xi_j}\frac{\partial\Phi_\beta}{\partial\xi_l}\,d^3\xi .$$

Each integral is a product of moments $\mu_q=\int_{-1}^1\xi^q d\xi$, equal to $2/(q+1)$ for even $q\ge0$ and zero for odd $q$. For example, $j=1,\ l=2$ gives $\alpha_1\beta_2\,\mu_{\alpha_1+\beta_1-1}\,\mu_{\alpha_2+\beta_2-1}\,\mu_{\alpha_3+\beta_3}$. Quadrature of the strain energy of a random field in a triclinic crystal confirms these elements.

Zero elastic energy requires zero strain $\varepsilon_{ij}$. The identity $\partial_j\partial_ku_i=\partial_j\varepsilon_{ik}+\partial_k\varepsilon_{ij}-\partial_i\varepsilon_{jk}$ then makes $u$ linear in position with an antisymmetric gradient. These are three translations and three rotations, all contained in the basis for $N\ge1$, so six zero eigenvalues must be discarded.

For the others, the $n$-th eigenvalue is the minimum, over $n$-dimensional subspaces, of the largest Rayleigh quotient $v^T\Gamma v/v^TEv$. A larger basis offers more subspaces, so each Ritz frequency can only fall or stay as $N$ grows, and it stays above the true one in exact arithmetic.

If reflection in each of the three coordinate planes leaves the stiffness unchanged, as in an orthorhombic or cubic crystal with its axes along the edges, the problem splits into eight sectors. In sector $(p_1,p_2,p_3)$, component $u_i$ has parity $p_j+\delta_{ij}$ along axis $j$. The extra $\delta_{ij}$ appears because a reflection also reverses the component normal to the mirror. Eight blocks of about one eighth the size cost roughly $8\,(1/8)^3=1/64$ of the full dense diagonalization. If any of these reflections changes the stiffness, as in a triclinic crystal or a trigonal one with $C_{14}\ne0$, the matrices remain valid, but this division does not.

## A free-face mode in closed form

A cubic crystal with a square cross-section $b\times b$ has a mode that tests the whole construction. With $k=\pi/b$, let

$$u=(\sin kx\cos ky,\,-\cos kx\sin ky,\,0).$$

Then $\varepsilon_{xx}=k\cos kx\cos ky=-\varepsilon_{yy}$, and the two contributions to the shear strain cancel. Hence $\sigma_{xx}=(C_{11}-C_{12})k\cos kx\cos ky=-\sigma_{yy}$, while $\sigma_{zz}=C_{12}(\varepsilon_{xx}+\varepsilon_{yy})=0$. On the side faces $\cos(\pm\pi/2)=0$, so every traction vanishes. The equation of motion for $u_x$ reads $\rho\omega^2u_x=-\partial_x\sigma_{xx}=(C_{11}-C_{12})k^2u_x$, and $u_y$ gives the same condition. Therefore

$$f=\frac{1}{2b}\sqrt{\frac{C_{11}-C_{12}}{\rho}} .$$

The model crystal used throughout has $C_{11}=200$, $C_{12}=110$, $C_{44}=70$ GPa and $\rho=5000$ kg/m³. For $b=3$ mm, $\sqrt{90\times10^9/5000}=4243$ m/s, and division by 6 mm gives 707.107 kHz. The relative Ritz error falls from $1.2\times10^{-4}$ at $N=6$ to $2\times10^{-10}$ at $N=10$.

This mode is unusually easy. In a block with edges 3.0, 3.5 and 4.2 mm, the lowest frequency goes from 396.43 kHz at $N=6$ to 395.70 kHz at $N=16$. Among the lowest forty modes, the largest relative change between $N=14$ and 16 is still $3.9\times10^{-5}$. A plausible cause, not tested here, is limited smoothness of general modes at the edges and corners, whereas the closed-form mode has a rapidly convergent Taylor series.

## What goes wrong when the degree is raised

High powers of the same parity look alike on $[-1,1]$. The cosine of the angle between $\xi^a$ and $\xi^{a+2}$ is

$$\frac{\mu_{2a+2}}{\sqrt{\mu_{2a}\,\mu_{2a+4}}}=\frac{\sqrt{(2a+1)(2a+5)}}{2a+3}=\sqrt{1-\frac{4}{(2a+3)^2}},$$

which tends to one. To measure the dependence of the whole set, let $G_{\alpha\beta}=\int\Phi_\alpha\Phi_\beta d^3\xi$ be the Gram matrix.

Its raw condition number is misleading because it depends on how the basis functions are scaled; monomials in $x_i$ instead of $\xi_i$ would even make it depend on the unit of length. A diagonal rescaling $T$ of the basis changes $E$ to $TET$ and $\Gamma$ to $T\Gamma T$. If $E=LL^T$ is the Cholesky factorization, the new factor is $TL$, and the reduced matrix becomes

$$(TL)^{-1}T\Gamma T(TL)^{-T}=L^{-1}\Gamma L^{-T}.$$

It is unchanged. Replacing $\xi_j$ by $2^{-10}\xi_j$ in the monomials, at $N=10$ in the sector $(0,0,0)$, spreads the diagonal of $E$ over a factor $1.5\times10^{50}$, yet the computed frequencies do not change. Scaling by powers of two avoids new rounding in this comparison. The useful measure is the condition number $\kappa$ of $G'=DGD$, with $D_{\alpha\alpha}=G_{\alpha\alpha}^{-1/2}$, whose diagonal is one.

Its growth follows from Legendre polynomials. The products $\hat P_\beta=\prod_j\sqrt{\beta_j+\frac12}\,P_{\beta_j}(\xi_j)$ with total degree at most $N$ are orthonormal and span the same space. If row $\beta$ of $Q$ holds their monomial coefficients, then $QGQ^T=1$, so $G^{-1}=Q^TQ$ and

$$\frac{1}{\lambda_{\min}(G')}=\lambda_{\max}(D^{-1}Q^TQD^{-1}).$$

For an upper bound, replace the largest eigenvalue by the trace, and use $G_{\alpha\alpha}=\prod_j2/(2\alpha_j+1)\le8$:

$$\frac1{\lambda_{\min}(G')}\le8\sum_\beta\sum_\alpha Q_{\beta\alpha}^2 .$$

The inner sum is the mean of $|\hat P_\beta|^2$ over complex arguments on the unit circles $|z_j|=1$, by Parseval's theorem. Laplace's integral,

$$P_n(z)=\frac1\pi\int_0^\pi\left(z+\sqrt{z^2-1}\cos\varphi\right)^nd\varphi,$$

gives $|P_n(z)|\le(1+\sqrt2)^n$ there, because $|z^2-1|\le2$. Thus

$$\frac1{\lambda_{\min}(G')}\le8\sum_\beta\prod_j\left(\beta_j+\tfrac12\right)(1+\sqrt2)^{2\beta_j}.$$

For a lower bound, use one row of $QD^{-1}$, since its squared length cannot exceed the largest eigenvalue. Choose $\beta=(N,0,0)$ and let $c_a$ be the coefficients of $P_N$. The constant factors in the other two directions contribute ¼ from the normalization of $\hat P_0$ and 4 from $D^{-2}$. The squared length is therefore

$$\left(N+\tfrac12\right)\sum_a\frac{2c_a^2}{2a+1}\ge\sum_ac_a^2\ge\frac{|P_N(i)|^2}{\lfloor N/2\rfloor+1}.$$

The first inequality uses $a\le N$. The second is the Cauchy–Schwarz inequality for the at most $\lfloor N/2\rfloor+1$ nonzero coefficients in $P_N(i)=\sum_ac_ai^a$. At $z=i$, Laplace's integrand is $i^N(1+\sqrt2\cos\varphi)^N$. For large $N$ its peak at $\varphi=0$ has width of order $N^{-1/2}$, so $|P_N(i)|$ grows as $(1+\sqrt2)^N/\sqrt N$.

Finally, $G'$ has $R$ eigenvalues with sum $R$, hence $1\le\lambda_{\max}(G')\le R$. Both bounds then give

$$\kappa\sim(1+\sqrt2)^{2N}\approx5.83^N\quad\text{up to powers of }N .$$

Between $N=8$ and 24 the computed growth is 6.1 to 6.2 per order. The excess over 5.83 is compatible with the power of $N$ left open by the bounds.

## How much of this reaches the frequencies

Double precision has a relative spacing of about $2\times10^{-16}$. At $N=20$, $\kappa=1.35\times10^{15}$, so the simple worst-case estimate, spacing times $\kappa$, is about 0.3. The measured errors are smaller. They are relative differences from frequencies computed with Legendre products, in the sector $(0,0,0)$. The components in this sector have odd total degree and stop at $N-1$ for even $N$, whereas $\kappa$ refers to the full set of degree $N$ and so overstates the dependence within the sector:

| $N$ | $\kappa$ | ten lowest | whole sector |
|---|---|---|---|
| 12 | $6.4\times10^8$ | $2\times10^{-14}$ | $4\times10^{-11}$ |
| 16 | $9.4\times10^{11}$ | $1\times10^{-13}$ | $6\times10^{-8}$ |
| 20 | $1.4\times10^{15}$ | $3\times10^{-13}$ | $4\times10^{-5}$ |
| 24 | $1.9\times10^{18}$ | $4\times10^{-11}$ | $7\times10^{-2}$ |

The low modes are well protected. One possible reason is that they make little use of the nearly dependent combinations of high powers, but the table alone does not establish this. Among the even orders examined, Cholesky factorization first fails at $N=26$.

The limitation belongs to the monomials as coordinates, not to the polynomial space. In Legendre products $E$ is the unit matrix and the Ritz frequencies are the same in exact arithmetic. Up to $N=16$, rounding in the monomial form is far below the truncation changes seen here, and its closed-form elements are convenient. For appreciably higher orders, Legendre products are the safer choice.

## Derivatives without repeated diagonalization

A fit needs the change of each frequency with each constant. Finite differences would require further diagonalizations and a choice of step. The stiffness is linear in its independent constants $c_p$, so the reduced matrix is $A=L^{-1}\Gamma L^{-T}=\sum_pc_pA_p$. The factor $L$ depends only on the basis and is computed once.

For a unit eigenvector $w$ with $Aw=\Lambda w$, differentiate $\Lambda=w^TAw$:

$$\frac{\partial\Lambda}{\partial c_p}=w^TA_pw+2\Lambda\,w^T\frac{\partial w}{\partial c_p}=w^TA_pw .$$

The last term vanishes because $w^Tw=1$. This Hellmann–Feynman derivative is that of the Ritz value itself, even in an incomplete basis. Since $f\propto\Lambda^{1/2}$,

$$S_{ip}=\frac{\partial\ln f_i}{\partial\ln c_p}=\frac{c_p\,w_i^TA_pw_i}{2\Lambda_i},\qquad \sum_pS_{ip}=\frac12 .$$

The sum rule follows from $\sum_pc_pA_p=A$. The formula requires a level that is nondegenerate within its sector. Otherwise the perturbation must first be diagonalized in the degenerate subspace. A test with nine orthorhombic constants agrees with central differences to $1.3\times10^{-9}$ in $S$.

For the closed-form mode, $S=(200,-110,0)/(2\times90)=(1.111,-0.611,0)$, as the Ritz calculation finds. In the unequal block, mode 4 has nearly the same pattern, $(1.100,-0.600,0.000)$, whereas mode 1 has $(0.017,-0.010,0.492)$ and is governed by $C_{44}$.

The low modes thus sense mainly the two shear stiffnesses $C_{11}-C_{12}$ and $C_{44}$. An equal absolute shift of $C_{11}$ and $C_{12}$ changes neither. In logarithms this shift points along $(1/200,1/110,0)$, or $(0.48,0.88,0)$ after normalization. The weakest singular direction of $S$ for forty modes is $(0.46,0.89,-0.01)$, with singular value 0.115 against 4.88 for the strongest. Physically, the combination that is hard to measure is close to the bulk modulus $(C_{11}+2C_{12})/3$.

## The fit and the errors it conceals

Let $r_i=\ln(f_i^{\rm meas}/f_i^{\rm calc})$, with modes paired in ascending order. This pairing assumes that no resonance has been missed and that truncation has not changed the order of the modes. An undamped linear step can be far off along the weak direction, so one minimizes $|r-S\delta|^2+\mu\,\delta^TW\delta$, where $\delta$ is the change of $\ln c$ and $W$ is the diagonal part of $S^TS$. Setting the gradient to zero gives

$$(S^TS+\mu W)\,\delta=S^Tr .$$

A step that lowers the misfit is accepted and $\mu$ is divided by ten. Otherwise $\mu$ is multiplied by ten and the step is recomputed.

Synthetic data from $N=16$ were fitted with monomials, starting from 190, 107 and 74 GPa:

| $N$ | $C_{11}$ (GPa) | $C_{12}$ (GPa) | $C_{44}$ (GPa) | rms misfit |
|---|---|---|---|---|
| 8 | 199.79 | 110.31 | 69.72 | $4.4\times10^{-3}$ |
| 10 | 199.28 | 109.28 | 69.93 | $5.1\times10^{-4}$ |
| 12 | 199.83 | 109.83 | 69.99 | $7.0\times10^{-5}$ |
| 14 | 199.99 | 109.99 | 70.00 | $9.3\times10^{-6}$ |

To see why misfit and accuracy differ, let $t_i=\ln(f_i^{\rm meas}/f_{i,N})$, with $f_{i,N}$ calculated at the true constants. Near them, least squares gives the bias

$$\delta=(S^TS)^{-1}S^Tt,\qquad t=S\delta+r_\perp,\qquad S^Tr_\perp=0 .$$

The fit absorbs $S\delta$ into wrong constants, and the misfit reports only $r_\perp$. At $N=12$ the length of the bias vector in $\ln c$ is 0.179 %, and its projection on the weak direction is 0.997 of that length. This projection alone changes the frequencies by a vector of length about $0.115\times0.0018=2.1\times10^{-4}$, or $3\times10^{-5}$ rms over forty modes, less than the misfit of $7\times10^{-5}$. The perpendicular remainder, $\sqrt{1-0.9973^2}\times0.00179\approx1.3\times10^{-4}$, is small in the constants but is multiplied by the singular values 1.37 to 4.88, so it adds between $1.8\times10^{-4}$ and $6.4\times10^{-4}$ in quadrature. Neither part appears in the misfit.

The linear formula predicts 0.180 % at $N=12$ and reproduces the 0.010 % found at $N=14$. At $N=10$ it gives 0.78 %, against 0.76 % from the fit. At $N=8$ it gives 1.03 % while the fit gives 0.50 %. The cause is the pairing of modes. Truncation there moves some levels past others, so that, at the true constants, the paired modes belong to different parity sectors in seven of the forty positions of the ascending list. The result then also depends on the starting point: a fit started at the true constants ends with a slightly lower misfit and a bias of 1.71 %. If modes are paired in order within each sector, formula and fit agree again, at 2.27 % and 2.21 %. The small bias in the $N=8$ row of the table is therefore an accident of wrong pairing, not a sign of accuracy.

Measurement noise enters through the same matrix. For independent relative errors of standard deviation $\sigma$, substituting them for $t$ gives the covariance $\sigma^2(S^TS)^{-1}$ of $\ln c$. With $\sigma=0.02$ % and the $N=8$ sensitivities, the predicted error of $C_{12}$ is 0.35 % from ten modes and 0.13 % from forty. Sixty complete nonlinear fits to forty noisy frequencies scatter by 0.14 %. The mean of $\delta^TS^TS\,\delta/3\sigma^2$ over these fits, predicted to be one, is 1.13, where sampling alone, with $3\times60=180$ degrees of freedom, allows a standard deviation of $\sqrt{2/180}\approx0.11$.

At this noise level the choice can be made. With the $N=16$ sensitivities, the predicted noise error of $C_{12}$ from forty modes is 0.155 %. The error from truncation is 0.66 % at $N=10$, about four times the noise, and 0.16 % at $N=12$, comparable with it. At $N=14$ it is about 0.01 %, well below the noise, and rounding is still negligible, so degree 14 is sufficient in this example. These biases are relative to $N=16$ data, which are themselves not fully converged, so a fit to measurements should be repeated at a higher order until the constants, not merely the misfit, stop moving. The remaining values are in the numerical output.

## Values computed for the example and the checks

```
edges (mm): 3.0 3.5 4.2  density (kg/m3): 5000.0
C11 C12 C44 (GPa): 200.0 110.0 70.0
largest derivative error, 9 constants: 1.3e-09
exact mode, section 3.0 x 3.0 mm: 707.106781 kHz
  N= 6 relative error 1.2e-04
  N= 8 relative error 2.3e-07
  N=10 relative error 2.0e-10
  N=12 relative error 2.1e-14
  its dlnf/dlnC (C11 C12 C44): 1.11111 -0.61111 0.00000
N, basis size 3R, frequencies of modes 1, 10, 40 (kHz)
   6   252 396.4344 635.6081 1248.0503
   8   495 395.8126 633.3916 1115.2722
  10   858 395.7176 633.0408 1113.1256
  12  1365 395.7063 633.0053 1112.7771
  14  2040 395.7038 633.0013 1112.7457
  16  2907 395.7032 633.0001 1112.7367
largest relative change N=14 to 16, 40 modes: 3.9e-05
mode, f (kHz), dlnf/dlnC11, /dlnC12, /dlnC44
  1 395.703 0.0174 -0.0095 0.4921
  2 443.622 0.9245 -0.4902 0.0657
  3 471.713 0.9086 -0.4762 0.0676
  4 538.568 1.0998 -0.5999 0.0001
  5 568.019 0.0709 -0.0386 0.4677
  6 594.449 0.9737 -0.5237 0.0500
  7 600.323 0.1283 -0.0668 0.4385
  8 603.961 1.0878 -0.5920 0.0042
N, condition number, growth per order, error of 10 lowest, of all
   8 4.40e+05   -  1.1e-14 7.6e-14
  12 6.41e+08 6.18 1.9e-14 3.9e-11
  16 9.41e+11 6.19 1.1e-13 5.9e-08
  20 1.35e+15 6.16 2.7e-13 3.5e-05
  24 1.91e+18 6.13 3.6e-11 6.9e-02
first even N without Cholesky factor: 26, condition 7.1e+19
1D growth per order, N=100 to 200: 5.768; limit 5.828
lengths scaled by 2^-10, N=10: diagonal spread 1.5e+50
  largest relative frequency change 0.0e+00
singular values of S: 4.8843 1.3688 0.1146
weakest direction (lnC11 lnC12 lnC44): 0.4614 0.8871 -0.0137
start C11 C12 C44 (GPa): 190.0 107.0 74.0
N, fitted C11 C12 C44 (GPa), rms misfit, steps, bias, linear bias (%)
   6 184.9756 94.6073 63.6852 2.9e-02 10 19.4323 15.3825
   8 199.7878 110.3050 69.7221 4.4e-03 9 0.4962 1.0305
  10 199.2778 109.2767 69.9344 5.1e-04 8 0.7582 0.7804
  12 199.8298 109.8269 69.9927 7.0e-05 7 0.1793 0.1804
  14 199.9899 109.9904 69.9986 9.3e-06 6 0.0103 0.0103
share of N=12 bias along weakest direction: 0.9973
frequency noise 0.020 %, 60 fits, N=8
  predicted errors, 10 modes (%): 0.1880 0.3537 0.0234
  predicted errors, 40 modes (%): 0.0681 0.1308 0.0144
  observed rms, 40 modes (%): 0.0680 0.1356 0.0131
  observed/predicted variance: 1.126
```
